**Chirp of a Mach-Zehnder modulator from the sum of its arm fields**

For equal arm amplitudes the output is $e^{i\Phi}\cos(\Delta/2)$, where $\Phi$ is the mean and $\Delta$ the difference of the arm phases. Opposite phase changes therefore modulate power at constant phase between nulls, while unequal changes give $\alpha=-\kappa\cot(\Delta/2)$, with $\kappa=(\phi_1'+\phi_2')/(\phi_1'-\phi_2')$ and $\alpha=2P\phi'/P'$. The program asserts the field formula against a product of coupler matrices, and the chirp formula against numerical derivatives of the summed arm fields. It also asserts the formulas for unequal splitting, phase-dependent loss and drive skew, and the leading estimate for junction curvature. For a silicon modulator with rough typical parameters, drives of 1.2 V and 0.8 V at 25 GHz give $\kappa=0.200$, $\alpha=-0.20$ at the bias $\Delta=+\pi/2$ and a peak frequency shift of 2.36 GHz. A splitting error corresponding to 25 dB extinction produces a comparable shift of 2.48 GHz even with balanced phases. When curvature, carrier loss and splitting error are combined with the unequal drives, the bias-point $\alpha$ is $-0.26$ or $-0.04$, depending on the sign of the splitting error.

## Check in Python

```python
"""Chirp of a Mach-Zehnder modulator, tested from the sum of two arm fields.

Result under test: for equal arm amplitudes the output is
    E/E0 = exp(i*common) * cos(difference/2),
    common = (phi1+phi2)/2, difference = phi1-phi2.
Opposite phase changes therefore alter power but not phase. For unequal changes,
    alpha = 2*P*(dphi/dt)/(dP/dt) = -kappa*cot(difference/2),
    kappa = (phi1'+phi2')/(phi1'-phi2').
Convention: field = Re[E exp(i omega t)]; frequency shift = phi'/(2 pi).
Further symbols: eps = amplitude imbalance, arms (1+eps)/2 and (1-eps)/2;
rho = ratio of log-amplitude change to phase change, ln(a) = -rho*phi.
Material and device inputs are rough typical values for silicon near 1550 nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

pi = np.pi
samples = 2048
theta = 2 * pi * np.arange(samples) / samples      # drive phase 2 pi f t
sine = np.sin(theta)
harmonics = np.fft.fftfreq(samples, 1 / samples)
moving = np.abs(np.cos(theta)) > 0.1               # avoids turning points


def output_field(mod1, mod2, bias=pi / 2, eps=0.0, rho=0.0):
    arm1 = (1 + eps) / 2 * np.exp((1j - rho) * mod1 + 1j * bias / 2)
    arm2 = (1 - eps) / 2 * np.exp((1j - rho) * mod2 - 1j * bias / 2)
    return arm1 + arm2


def derivative(signal):
    return np.fft.ifft(1j * harmonics * np.fft.fft(signal)).real


def phase_rate(field):
    return derivative(np.unwrap(np.angle(field)))


def chirp(field, where):
    power = np.abs(field) ** 2
    return 2 * power[where] * phase_rate(field)[where] / derivative(power)[where]


# Device inputs, SI internally
wavelength = 1550e-9
length = 3e-3
v_pi_length = 2e-2                 # V m, local slope at the bias voltage
frequency = 25e9
drive1, drive2 = 1.2, 0.8          # V, amplitudes
drive_equal = (drive1 + drive2) / 2
v_pi = v_pi_length / length
slope = pi / v_pi                  # rad/V
kappa = (drive1 - drive2) / (drive1 + drive2)
depth = slope * (drive1 + drive2)  # amplitude of the phase difference

# Full interferometer as a product of two couplers and two arms
coupler = np.array([[1, 1j], [1j, 1]]) / np.sqrt(2)
for phi1, phi2 in [(0.3, -0.8), (1.7, 0.4), (-2.0, 0.9)]:
    ports = coupler @ np.diag(np.exp(1j * np.array([phi1, phi2]))) @ coupler @ [1, 0]
    carrier = 1j * np.exp(1j * (phi1 + phi2) / 2)
    assert abs(ports[1] - carrier * np.cos((phi1 - phi2) / 2)) < 1e-12
    assert abs(ports[0] - carrier * np.sin((phi1 - phi2) / 2)) < 1e-12
    assert abs(np.sum(np.abs(ports) ** 2) - 1) < 1e-12

# Balanced phases: power moves, phase does not; sign reverses across a null
balanced = output_field(slope * drive_equal * sine, -slope * drive_equal * sine)
balanced_span = np.ptp(np.unwrap(np.angle(balanced)))
balanced_power = np.abs(balanced) ** 2
assert balanced_span < 1e-12 and np.ptp(balanced_power) > 0.5
null_field = output_field(slope * sine, -slope * sine, bias=pi)
assert np.max(np.abs(null_field.imag)) < 1e-12
assert null_field.real.min() < -0.1 and null_field.real.max() > 0.1

# Unequal phases
unequal = output_field(slope * drive1 * sine, -slope * drive2 * sine)
difference = pi / 2 + depth * sine
assert np.allclose(chirp(unequal, moving),
                   -kappa / np.tan(difference[moving] / 2), atol=1e-8)
assert np.allclose(np.abs(unequal) ** 2, balanced_power, atol=1e-12)
alpha_bias = chirp(unequal, 0)
opposite_bias = output_field(slope * drive1 * sine, -slope * drive2 * sine, -pi / 2)
alpha_opposite = chirp(opposite_bias, 0)
assert abs(alpha_bias + kappa) < 1e-8 and abs(alpha_opposite - kappa) < 1e-8
single_arm = output_field(depth * sine, 0 * sine)
alpha_single = chirp(single_arm, 0)
assert abs(alpha_single + 1) < 1e-8
peak_shift = frequency * np.max(np.abs(phase_rate(unequal)))
assert abs(peak_shift / (kappa * depth * frequency / 2) - 1) < 1e-8
phase_span = np.ptp(np.unwrap(np.angle(unequal)))
alpha_low = -kappa / np.tan((pi / 2 + depth) / 2)
alpha_high = -kappa / np.tan((pi / 2 - depth) / 2)

# Phase carried by a complete transition from maximum to null
sweep = np.linspace(0, pi * (1 - 1e-7), 1001)
transition = output_field((1 + kappa) * sweep / 2, -(1 - kappa) * sweep / 2, bias=0)
transition_phase = np.ptp(np.unwrap(np.angle(transition)))
assert abs(transition_phase - kappa * pi / 2) < 1e-6

# Imperfect splitting
extinction_db = 25.0
eps = 10 ** (-extinction_db / 20)
scan = np.linspace(0, 2 * pi, 2001)
scan_power = np.abs(output_field(scan / 2, -scan / 2, bias=0, eps=eps)) ** 2
assert abs(10 * np.log10(scan_power.max() / scan_power.min()) - extinction_db) < 1e-6
for sign in (1, -1):
    e = sign * eps
    field = output_field(slope * drive1 * sine, -slope * drive2 * sine, eps=e)
    p = np.cos(difference / 2) ** 2 + e ** 2 * np.sin(difference / 2) ** 2
    formula = -2 * (kappa * p + e) / ((1 - e ** 2) * np.sin(difference))
    assert np.allclose(chirp(field, moving), formula[moving], atol=1e-7)
split_field = output_field(slope * drive_equal * sine,
                           -slope * drive_equal * sine, eps=eps)
alpha_split = chirp(split_field, 0)
shift_split = frequency * np.max(np.abs(phase_rate(split_field)))

# Phase-dependent carrier loss
rho = 0.05
for bias in (1.1, pi / 2, 1.9):
    for k in (0.0, kappa):
        field = output_field(depth * (1 + k) / 2 * sine,
                             -depth * (1 - k) / 2 * sine, bias, rho=rho)
        tangent = np.tan(bias / 2)
        expected = -(k - rho * tangent) / (tangent + rho * k)
        assert abs(chirp(field, 0) - expected) < 1e-7
loss_field = output_field(slope * drive_equal * sine,
                          -slope * drive_equal * sine, rho=rho)
alpha_loss = chirp(loss_field, 0)
shift_loss = frequency * np.max(np.abs(phase_rate(loss_field)))

# Symmetric abrupt junction: voltage, width, field
temperature = 300.0
doping = 3e23                     # m^-3 on each side
intrinsic = 1e16                  # m^-3, rough
permittivity = 11.7 * const.epsilon_0
reverse_bias = 2.0
built_in = 2 * const.k * temperature / const.e * np.log(doping / intrinsic)
junction_voltage = reverse_bias + built_in
highest_voltage = junction_voltage + max(drive1, drive2)
lowest_reverse = reverse_bias - max(drive1, drive2)
assert lowest_reverse > 0
width = np.sqrt(4 * permittivity * highest_voltage / (const.e * doping))
peak_field = const.e * doping * width / (2 * permittivity)
half_voltage = quad(lambda x: peak_field * (1 - 2 * x / width), 0, width / 2)[0]
assert abs(2 * half_voltage / highest_voltage - 1) < 1e-9
breakdown_field = 0.7e8           # V/m, rough


def junction_phase(voltage):
    """Optical phase follows depletion width; more reverse voltage lowers it."""
    u = junction_voltage
    return -2 * slope * u * (np.sqrt(1 + voltage / u) - 1)


def curvature_shift(amplitude):
    field = output_field(junction_phase(-amplitude * sine),
                         junction_phase(amplitude * sine))
    return frequency * np.max(np.abs(phase_rate(field)))


def curvature_estimate(amplitude):
    return frequency * slope * amplitude ** 2 / (4 * junction_voltage)


# Next term in the width expansion is a few percent at full drive
shift_curvature = curvature_shift(drive_equal)
assert abs(shift_curvature / curvature_estimate(drive_equal) - 1) < 0.08
assert abs(curvature_shift(0.1) / curvature_estimate(0.1) - 1) < 2e-3

# Delay between the two drives
skew = 1e-12
delay_phase = 2 * pi * frequency * skew
skew_field = output_field(slope * drive_equal * sine,
                          -slope * drive_equal * np.sin(theta - delay_phase))
shift_skew = frequency * np.max(np.abs(phase_rate(skew_field)))
skew_formula = frequency * slope * drive_equal * np.sin(pi * frequency * skew)
assert abs(shift_skew / skew_formula - 1) < 1e-4

# Temperature difference between arms moves the operating point
thermo_optic = 1.8e-4             # 1/K, rough
arm_temperature = 0.1             # K
bias_drift = 2 * pi * thermo_optic * length * arm_temperature / wavelength
alpha_drift = [chirp(output_field(slope * drive1 * sine, -slope * drive2 * sine,
                                  pi / 2 + sign * bias_drift), 0)
               for sign in (-1, 1)]

# Electrode loss and velocity mismatch, common to both arms
electrode_loss_db = 3.0
index_mismatch = 0.3
decay = electrode_loss_db * np.log(10) / 20
walkoff = 2 * pi * frequency * length * index_mismatch / const.c
real_part = quad(lambda x: np.exp(-decay * x) * np.cos(walkoff * x), 0, 1)[0]
imag_part = quad(lambda x: -np.exp(-decay * x) * np.sin(walkoff * x), 0, 1)[0]
electrode_factor = np.hypot(real_part, imag_part)
complex_decay = decay + 1j * walkoff
assert abs(electrode_factor
           - abs((1 - np.exp(-complex_decay)) / complex_decay)) < 1e-10

# Unequal drive with curvature, carrier loss and either splitting error
combined = []
for sign in (1, -1):
    field = output_field(junction_phase(-drive1 * sine),
                         junction_phase(drive2 * sine), eps=sign * eps, rho=rho)
    combined.append((chirp(field, 0),
                     frequency * np.max(np.abs(phase_rate(field)))))

GHz = 1e9
print(f"wavelength: {wavelength*1e9:.0f} nm")
print(f"arm length: {length*1e3:.1f} mm")
print(f"half-wave voltage times length (rough): {v_pi_length*100:.1f} V cm")
print(f"half-wave voltage of one arm: {v_pi:.3f} V")
print(f"phase slope of one arm: {slope:.4f} rad/V")
print(f"drive frequency: {frequency/GHz:.0f} GHz")
print(f"unequal drive amplitudes: {drive1:.1f} and {drive2:.1f} V")
print(f"equal drive amplitude: {drive_equal:.1f} V")
print(f"amplitude of phase difference m: {depth:.4f} rad")
print(f"power fraction, minimum: {balanced_power.min():.4f}")
print(f"power fraction, maximum: {balanced_power.max():.4f}")
print(f"balanced output phase span: {balanced_span:.1e} rad")
print(f"imbalance kappa: {kappa:.3f}")
print(f"alpha at +pi/2 bias: {alpha_bias:.4f}")
print(f"alpha at -pi/2 bias: {alpha_opposite:.4f}")
print(f"alpha at +pi/2 bias, one arm driven: {alpha_single:.4f}")
print(f"alpha limit at minimum power of swing: {alpha_low:.4f}")
print(f"alpha limit at maximum power of swing: {alpha_high:.4f}")
print(f"unequal drive, output phase span: {phase_span:.4f} rad")
print(f"unequal drive, peak frequency shift: {peak_shift/GHz:.3f} GHz")
print(f"phase over full on-off transition: {transition_phase:.4f} rad")
print("neglected effects, each alone with equal drives:")
print(f"extinction ratio (rough): {extinction_db:.0f} dB")
print(f"amplitude imbalance eps: {eps:.4f}")
print(f"splitting: alpha at bias: {alpha_split:.4f}")
print(f"splitting: peak frequency shift: {shift_split/GHz:.3f} GHz")
print(f"carrier loss ratio rho (rough): {rho:.2f}")
print(f"carrier loss: alpha at bias: {alpha_loss:.4f}")
print(f"carrier loss: peak frequency shift: {shift_loss/GHz:.3f} GHz")
print(f"reverse bias: {reverse_bias:.1f} V")
print(f"built-in voltage at {temperature:.0f} K: {built_in:.3f} V")
print(f"total junction voltage U: {junction_voltage:.3f} V")
print(f"curvature: peak frequency shift: {shift_curvature/GHz:.3f} GHz")
print(f"curvature: leading estimate: {curvature_estimate(drive_equal)/GHz:.3f} GHz")
print(f"drive skew: {skew*1e12:.1f} ps")
print(f"skew: peak frequency shift: {shift_skew/GHz:.3f} GHz")
print("other checks, with unequal drives:")
print(f"thermo-optic coefficient (rough): {thermo_optic:.1e} 1/K")
print(f"temperature difference of arms: {arm_temperature:.1f} K")
print(f"bias drift: {bias_drift:.4f} rad")
print(f"alpha after negative bias drift: {alpha_drift[0]:.4f}")
print(f"alpha after positive bias drift: {alpha_drift[1]:.4f}")
print(f"electrode loss at far end (rough): {electrode_loss_db:.0f} dB")
print(f"electrode-optical index mismatch (rough): {index_mismatch:.1f}")
print(f"common drive reduction factor: {electrode_factor:.4f}")
print(f"doping on each side (rough): {doping/1e6:.1e} cm^-3")
print(f"lowest reverse voltage: {lowest_reverse:.1f} V")
print(f"largest junction field: {peak_field/1e8:.3f} MV/cm")
print(f"breakdown field (rough): {breakdown_field/1e8:.1f} MV/cm")
print("unequal drive + curvature + carrier loss + splitting:")
for label, (alpha_value, shift_value) in zip(("+eps", "-eps"), combined):
    print(f"{label}: alpha at bias: {alpha_value:.4f}")
    print(f"{label}: peak frequency shift: {shift_value/GHz:.3f} GHz")
assert peak_field < breakdown_field
print("tests ok")
```

Printed output:

```
wavelength: 1550 nm
arm length: 3.0 mm
half-wave voltage times length (rough): 2.0 V cm
half-wave voltage of one arm: 6.667 V
phase slope of one arm: 0.4712 rad/V
drive frequency: 25 GHz
unequal drive amplitudes: 1.2 and 0.8 V
equal drive amplitude: 1.0 V
amplitude of phase difference m: 0.9425 rad
power fraction, minimum: 0.0955
power fraction, maximum: 0.9045
balanced output phase span: 0.0e+00 rad
imbalance kappa: 0.200
alpha at +pi/2 bias: -0.2000
alpha at -pi/2 bias: 0.2000
alpha at +pi/2 bias, one arm driven: -1.0000
alpha limit at minimum power of swing: -0.0650
alpha limit at maximum power of swing: -0.6155
unequal drive, output phase span: 0.1885 rad
unequal drive, peak frequency shift: 2.356 GHz
phase over full on-off transition: 0.3142 rad
neglected effects, each alone with equal drives:
extinction ratio (rough): 25 dB
amplitude imbalance eps: 0.0562
splitting: alpha at bias: -0.1128
splitting: peak frequency shift: 2.479 GHz
carrier loss ratio rho (rough): 0.05
carrier loss: alpha at bias: 0.0500
carrier loss: peak frequency shift: 1.660 GHz
reverse bias: 2.0 V
built-in voltage at 300 K: 0.890 V
total junction voltage U: 2.890 V
curvature: peak frequency shift: 1.060 GHz
curvature: leading estimate: 1.019 GHz
drive skew: 1.0 ps
skew: peak frequency shift: 0.924 GHz
other checks, with unequal drives:
thermo-optic coefficient (rough): 1.8e-04 1/K
temperature difference of arms: 0.1 K
bias drift: 0.2189 rad
alpha after negative bias drift: -0.2494
alpha after positive bias drift: -0.1604
electrode loss at far end (rough): 3 dB
electrode-optical index mismatch (rough): 0.3
common drive reduction factor: 0.8378
doping on each side (rough): 3.0e+17 cm^-3
lowest reverse voltage: 0.8 V
largest junction field: 0.436 MV/cm
breakdown field (rough): 0.7 MV/cm
unequal drive + curvature + carrier loss + splitting:
+eps: alpha at bias: -0.2600
+eps: peak frequency shift: 3.958 GHz
-eps: alpha at bias: -0.0383
-eps: peak frequency shift: 2.537 GHz
tests ok
```
